**Synchrotron spectrum, polarization shares and photon number**

For a charge with Lorentz factor γ ≫ 1 on a circle of radius ρ, the program tests the spectrum per radian, dW/dω = (√3/2π) αħγ F(x), where F(x) = x∫ₓ^∞ K₅⸝₃(y) dy, x = ω/ω_c and ω_c = 3γ³c/(2ρ). It asserts the contour integrals and the angle-integrated squared amplitudes by direct numerical integration. It also asserts that both polarized spectra agree within 1% with the exact harmonics of circular motion at γ = 40, for three values of x. The total power and the 7:1 energy ratio are compared with the time-domain radiation field integrated over the sphere at γ = 100, which gives a ratio of 6.9992. The exact photon number grows by 1.44329α per unit of γ between γ = 15 and γ = 30, against the leading coefficient 5α/(2√3) = 1.44338α. The output shows that the power fraction below ω_c is 0.500005, so the halving is very close but not exact. For a 3 GeV electron on a 10 m radius, it gives a critical photon energy of 5.99 keV and 61.8 photons per radian.

## Numerical check

```python
"""Classical synchrotron radiation of a charge on a circle, gamma >> 1.
Result under test, per radian of bending:
  dW/domega = sqrt(3)/(2 pi) * alpha * hbar * gamma * F(x),
  F(x) = x * integral_x^inf K_{5/3}(y) dy,  x = omega/omega_c,
  omega_c = 3 gamma^3 c/(2 rho), rho = orbit radius.
sigma = polarization in the orbit plane, pi = the one across it; they carry
  sqrt(3)/(4 pi) * alpha * hbar * gamma * x * (integral K_{5/3} +- K_{2/3}).
Energy ratio 7:1, photon number per radian 5 alpha gamma/(2 sqrt 3).
The power below omega_c is one half only approximately."""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import jv, kv

pi, root3 = np.pi, np.sqrt(3.0)


def gauss(a, b, count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return a + (b - a) * (nodes + 1) / 2, weights * (b - a) / 2


T_STEP = 0.05
T_GRID = np.arange(0, 50, T_STEP)
T_WEIGHT = np.full(T_GRID.size, T_STEP)
T_WEIGHT[0] /= 2


def tail_k(order, x):
    """integral_x^inf K_order(y) dy from the cosh representation of K."""
    x = np.atleast_1d(np.asarray(x, dtype=float))
    kernel = np.cosh(order * T_GRID) / np.cosh(T_GRID) * T_WEIGHT
    return np.exp(-x[:, None] * np.cosh(T_GRID)) @ kernel


def integrate_x(function, upper):
    """integral_0^upper function(x) dx with x = s^3 (smooth in s)."""
    s, weights = gauss(0, upper ** (1 / 3), 120)
    return float(np.sum(weights * 3 * s**2 * function(s**3)))


def spectrum_f(x):
    return x * tail_k(5 / 3, x)


# The tail integral against direct quadrature of K_{5/3}
direct_tail = quad(lambda y: kv(5 / 3, y), 0.4, 60, epsabs=1e-12, limit=200)[0]
assert abs(tail_k(5 / 3, 0.4)[0] - direct_tail) < 1e-9

# Contour integrals on a line above the origin
x_test = 0.7
kappa = 1.5 * x_test
line_step = 0.01
line = np.arange(-12, 12 + line_step / 2, line_step) + 0.5j
wave = np.exp(1j * kappa * (line + line**3 / 3))
int_one = np.sum(wave) * line_step
int_w = -1j * np.sum(line * wave) * line_step
int_inverse = -1j * np.sum(wave / line) * line_step
assert abs(int_one - 2 / root3 * kv(1 / 3, x_test)) < 1e-9
assert abs(int_w - 2 / root3 * kv(2 / 3, x_test)) < 1e-9
assert abs(int_inverse + 2 / root3 * tail_k(1 / 3, x_test)[0]) < 1e-9

# Squared amplitudes integrated over the scaled elevation eta
eta_step = 0.05
sigma_direct = pi_direct = 0.0
for eta in np.arange(-6, 6 + eta_step / 2, eta_step):
    phase = 0.75 * x_test * ((1 + eta**2) * line + line**3 / 3)
    oscillation = np.exp(1j * phase)
    sigma_direct += eta_step * abs(np.sum(line * oscillation) * line_step) ** 2
    pi_direct += eta_step * abs(eta * np.sum(oscillation) * line_step) ** 2
prefactor = 2 * pi / (root3 * kappa)
tail_test = tail_k(5 / 3, x_test)[0]
assert abs(sigma_direct / (prefactor * (tail_test + kv(2 / 3, x_test))) - 1) < 1e-7
assert abs(pi_direct / (prefactor * (tail_test - kv(2 / 3, x_test))) - 1) < 1e-7


def harmonic_photons(harmonic, gamma):
    """Exact photons per radian, divided by alpha, in given harmonics."""
    n = np.atleast_1d(np.asarray(harmonic, dtype=float))[:, None]
    beta = np.sqrt(1 - 1 / gamma**2)
    unit_nodes, unit_weights = gauss(0, 1, 64)
    widest = np.minimum(pi / 2, (60 / n) ** (1 / 3))
    psi = widest * unit_nodes
    argument = n * beta * np.cos(psi)
    slope = (jv(n - 1, argument) - jv(n + 1, argument)) / 2
    measure = 2 * n * widest * unit_weights * np.cos(psi)
    sigma = np.sum(measure * (beta * slope) ** 2, axis=1)
    across = np.sum(measure * (np.tan(psi) * jv(n, argument)) ** 2, axis=1)
    return sigma, across


# Bessel amplitudes of the harmonics against the defining time integral
n_def, beta_def, psi_def = 50, np.sqrt(1 - 1 / 25), 0.2
angle = np.arange(2000) * 2 * pi / 2000
z_def = beta_def * np.cos(psi_def)
factor = np.exp(1j * n_def * (angle - z_def * np.sin(angle)))
amp_sigma = abs(np.mean(beta_def * np.sin(angle) * factor))
amp_pi = abs(np.mean(beta_def * np.sin(psi_def) * np.cos(angle) * factor))
slope_def = (jv(n_def - 1, n_def * z_def) - jv(n_def + 1, n_def * z_def)) / 2
assert abs(amp_sigma - beta_def * abs(slope_def)) < 1e-11
assert abs(amp_pi - np.tan(psi_def) * abs(jv(n_def, n_def * z_def))) < 1e-11

# Spectrum against exact harmonics; corrections are of order n^(-2/3)
gamma_test = 40.0
x_compare = np.array([0.1, 1.0, 2.0])
exact_sigma, exact_pi = harmonic_photons(1.5 * gamma_test**3 * x_compare, gamma_test)
scale = root3 / (4 * pi) * gamma_test / (1.5 * gamma_test**3)
formula_sigma = scale * (tail_k(5 / 3, x_compare) + kv(2 / 3, x_compare))
formula_pi = scale * (tail_k(5 / 3, x_compare) - kv(2 / 3, x_compare))
ratio_sigma, ratio_pi = exact_sigma / formula_sigma, exact_pi / formula_pi
assert np.all(abs(ratio_sigma - 1) < 0.01)
assert np.all(abs(ratio_pi - 1) < 0.01)

# Moments by quadrature against closed forms
X_MAX = 60.0
total_f = integrate_x(spectrum_f, X_MAX)
moment_k = integrate_x(lambda x: x * kv(2 / 3, x), X_MAX)
number_f = integrate_x(lambda x: tail_k(5 / 3, x), X_MAX)
number_k = integrate_x(lambda x: kv(2 / 3, x), X_MAX)
assert abs(total_f - 8 * pi / (9 * root3)) < 1e-9
assert abs(moment_k - 2 * pi / (3 * root3)) < 1e-9
assert abs(number_f - 5 * pi / 3) < 1e-9
assert abs(number_k - pi) < 1e-9
energy_ratio = (total_f + moment_k) / (total_f - moment_k)
photon_ratio = (number_f + number_k) / (number_f - number_k)
assert abs(energy_ratio - 7) < 1e-7 and abs(photon_ratio - 4) < 1e-7

# Exact time-domain field over the sphere: total power and polarization
gamma_field = 100.0
beta_field = np.sqrt(1 - 1 / gamma_field**2)
mu_rest, mu_weight = gauss(-1, 1, 200)
mu_rest, mu_weight = mu_rest[:, None], mu_weight[:, None]
chi = (np.arange(200) + 0.5)[None, :] * 2 * pi / 200
boost = 1 + beta_field * mu_rest
n_y = (mu_rest + beta_field) / boost + 0 * chi
sine = np.sqrt(1 - mu_rest**2) / (gamma_field * boost)
n_x, n_z = sine * np.cos(chi), sine * np.sin(chi)
doppler = 1 / (gamma_field**2 * boost)
field_x = n_x * n_x - doppler
field_y = n_x * (n_y - beta_field)
field_z = n_x * n_z
field_sigma = (-n_y * field_x + n_x * field_y) / np.hypot(n_x, n_y)
solid = mu_weight / (gamma_field * boost) ** 2 * (2 * pi / 200)
density = solid / (4 * pi * doppler**5)
power_all = np.sum(density * (field_x**2 + field_y**2 + field_z**2))
power_sigma = np.sum(density * field_sigma**2)
field_ratio = power_sigma / (power_all - power_sigma)
power_spectrum = root3 / (2 * pi) * gamma_field * 1.5 * gamma_field**3 * total_f
assert abs(power_all / power_spectrum - 1) < 1e-7
assert abs(field_ratio - 7) < 2e-3  # finite-gamma correction is of order gamma^-2


def exact_photon_number(gamma):
    """Sum over all harmonics; smooth tail replaced by a midpoint integral."""
    low = sum(np.sum(part) for part in harmonic_photons(np.arange(1, 201), gamma))
    log_n, weights = gauss(np.log(200.5), np.log(12 * 1.5 * gamma**3), 100)
    n = np.exp(log_n)
    sigma, across = harmonic_photons(n, gamma)
    return low + np.sum(weights * n * (sigma + across))


number_15, number_30 = exact_photon_number(15.0), exact_photon_number(30.0)
growth = (number_30 - number_15) / 15
coefficient = 5 / (2 * root3)
assert abs(growth / coefficient - 1) < 0.01  # remaining terms fall as gamma^-2

# Power below the critical frequency: quadrature against closed form
below_one = integrate_x(spectrum_f, 1.0)
k13, k23, tail13 = kv(1 / 3, 1.0), kv(2 / 3, 1.0), tail_k(1 / 3, 1.0)[0]
closed_below = 8 * pi / (9 * root3) + k23 / 2 - 4 * k13 / 3 - 25 * tail13 / 18
assert abs(below_one - closed_below) < 1e-10
fraction_below = below_one / total_f
assert 1e-6 < fraction_below - 0.5 < 1e-5
x_median = brentq(lambda x: integrate_x(spectrum_f, x) - total_f / 2, 0.9, 1.1, xtol=1e-13)
photons_below = integrate_x(lambda x: tail_k(5 / 3, x), 1.0) / number_f
peak = minimize_scalar(lambda x: -spectrum_f(x)[0], bounds=(0.1, 0.6),
                       method="bounded", options={"xatol": 1e-8})

# Worked example: electron on a circle
energy_gev, radius = 3.0, 10.0
energy = energy_gev * 1e9 * const.e
rest_energy = const.m_e * const.c**2
gamma = energy / rest_energy
momentum = np.sqrt(energy**2 - rest_energy**2) / const.c
magnetic_field = momentum / (const.e * radius)
omega_c = 1.5 * gamma**3 * const.c / radius
critical_energy = const.hbar * omega_c
alpha = const.fine_structure
loss_radian = root3 / (2 * pi) * alpha * gamma * critical_energy * total_f
larmor = const.e**2 * gamma**4 / (6 * pi * const.epsilon_0 * radius)
assert abs(loss_radian / larmor - 1) < 1e-6
photons_radian = coefficient * alpha * gamma
mean_energy = loss_radian / photons_radian
assert abs(mean_energy / critical_energy - 8 / (15 * root3)) < 1e-8
kev = 1e3 * const.e

print("GENERAL RESULTS (dimensionless)")
print(f"integral of F over all x: {total_f:.8f}")
print(f"integral of x K_2/3 over all x: {moment_k:.8f}")
print(f"integral of y K_5/3 over all y: {number_f:.8f}")
print(f"integral of K_2/3 over all x: {number_k:.8f}")
print(f"energy ratio sigma:pi from spectrum: {energy_ratio:.6f}")
print(f"photon ratio sigma:pi from spectrum: {photon_ratio:.6f}")
print(f"K_1/3(1): {k13:.8f}")
print(f"K_2/3(1): {k23:.8f}")
print(f"integral of K_1/3 from 1 to infinity: {tail13:.8f}")
print(f"integral of F from 0 to 1: {below_one:.8f}")
print(f"power fraction below omega_c: {fraction_below:.8f}")
print(f"excess of that fraction over 1/2: {fraction_below - 0.5:.3e}")
print(f"median frequency / omega_c: {x_median:.8f}")
print(f"photon fraction below omega_c: {photons_below:.5f}")
print(f"peak of F at x: {peak.x:.4f}, F there: {-peak.fun:.4f}")
for x in (0.01, 0.1, 1.0, 3.0):
    tail = tail_k(5 / 3, x)[0]
    share = (1 + kv(2 / 3, x) / tail) / 2
    print(f"x = {x:g}: F = {x * tail:.5f}, sigma share = {share:.4f}")
print("CHECKS AT FINITE GAMMA (dimensionless)")
for x, r_sigma, r_pi in zip(x_compare, ratio_sigma, ratio_pi):
    print(f"gamma {gamma_test:g}, x = {x:g}: exact/formula sigma {r_sigma:.5f}, pi {r_pi:.5f}")
print(f"gamma {gamma_field:g}: exact energy ratio sigma:pi {field_ratio:.5f}")
print(f"exact photons per radian / alpha, gamma 15: {number_15:.4f}")
print(f"exact photons per radian / alpha, gamma 30: {number_30:.4f}")
print(f"leading formula / alpha, gamma 30: {30 * coefficient:.4f}")
print(f"exact minus leading, gamma 30: {number_30 - 30 * coefficient:.4f}")
print(f"growth per unit gamma, exact: {growth:.5f}")
print(f"5/(2 sqrt 3): {coefficient:.5f}")
print("WORKED EXAMPLE: ELECTRON")
print(f"total energy: {energy_gev:.1f} GeV")
print(f"orbit radius: {radius:.1f} m")
print(f"Lorentz factor: {gamma:.2f}")
print(f"magnetic field: {magnetic_field:.4f} T")
print(f"critical angular frequency: {omega_c:.4e} rad/s")
print(f"critical photon energy: {critical_energy / kev:.4f} keV")
print(f"energy loss per radian: {loss_radian / kev:.3f} keV")
print(f"energy loss per turn: {2 * pi * loss_radian / kev:.2f} keV")
print(f"photons per radian: {photons_radian:.3f}")
print(f"photons per turn: {2 * pi * photons_radian:.2f}")
print(f"mean photon energy: {mean_energy / kev:.4f} keV")
print(f"mean / critical photon energy: {mean_energy / critical_energy:.5f}")
print(f"critical photon energy / electron energy: {critical_energy / energy:.3e}")
print("no test failed")
```

Output:

```
GENERAL RESULTS (dimensionless)
integral of F over all x: 1.61226610
integral of x K_2/3 over all x: 1.20919958
integral of y K_5/3 over all y: 5.23598776
integral of K_2/3 over all x: 3.14159265
energy ratio sigma:pi from spectrum: 7.000000
photon ratio sigma:pi from spectrum: 4.000000
K_1/3(1): 0.43843063
K_2/3(1): 0.49447506
integral of K_1/3 from 1 to infinity: 0.33752731
integral of F from 0 to 1: 0.80614153
power fraction below omega_c: 0.50000526
excess of that fraction over 1/2: 5.257e-06
median frequency / omega_c: 0.99998699
photon fraction below omega_c: 0.91323
peak of F at x: 0.2858, F there: 0.9180
x = 0.01: F = 0.44497, sigma share = 0.7595
x = 0.1: F = 0.81819, sigma share = 0.7905
x = 1: F = 0.65142, sigma share = 0.8795
x = 3: F = 0.12857, sigma share = 0.9324
CHECKS AT FINITE GAMMA (dimensionless)
gamma 40, x = 0.1: exact/formula sigma 0.99937, pi 1.00065
gamma 40, x = 1: exact/formula sigma 0.99948, pi 0.99986
gamma 40, x = 2: exact/formula sigma 0.99916, pi 0.99941
gamma 100: exact energy ratio sigma:pi 6.99920
exact photons per radian / alpha, gamma 15: 20.1317
exact photons per radian / alpha, gamma 30: 41.7811
leading formula / alpha, gamma 30: 43.3013
exact minus leading, gamma 30: -1.5202
growth per unit gamma, exact: 1.44329
5/(2 sqrt 3): 1.44338
WORKED EXAMPLE: ELECTRON
total energy: 3.0 GeV
orbit radius: 10.0 m
Lorentz factor: 5870.85
magnetic field: 1.0007 T
critical angular frequency: 9.0995e+18 rad/s
critical photon energy: 5.9894 keV
energy loss per radian: 114.042 keV
energy loss per turn: 716.55 keV
photons per radian: 61.837
photons per turn: 388.53
mean photon energy: 1.8442 keV
mean / critical photon energy: 0.30792
critical photon energy / electron energy: 1.996e-06
no test failed
```
